# The scalar two-point function B0 for all real momentum squared: test program

```python
"""
Scalar two-point function B0(s; m1, m2), s = p^2, in D = 4 - 2 eps dimensions.
Result under test: B0 = Delta + b(s), Delta = 1/eps - gamma + ln(4 pi), with
  b = 2 - ln(m1 m2/mu^2) + (m1^2 - m2^2)/s * ln(m2/m1) + F,
  lam = (s - (m1+m2)^2)(s - (m1-m2)^2),  c = m1^2 + m2^2 - s,
  F = sqrt(lam)/s * ln((c + sqrt(lam))/(2 m1 m2))            s <= (m1-m2)^2
  F = -sqrt(-lam)/s * arccos(c/(2 m1 m2))                    in between
  F = sqrt(lam)/s * (-ln((sqrt(lam) - c)/(2 m1 m2)) + i pi)  s >= (m1+m2)^2
and separate forms for s = 0 and for vanishing masses.
mu is the renormalization scale. Units: hbar = c = 1, masses in a unit M.
The reference is the momentum integral and its Feynman-parameter integral.
"""
import math
import numpy as np
import mpmath as mp
from scipy.integrate import quad
from scipy.special import roots_gegenbauer, gamma

mp.mp.dps = 20


def kallen(s, m1, m2):
    return (s - (m1 + m2)**2) * (s - (m1 - m2)**2)


def closed_form(s, m1, m2, mu):
    """Finite part b(s) from the derived formulas."""
    if m1 == 0 and m2 == 0:
        return 2 - math.log(abs(s) / mu**2) + (1j * math.pi if s > 0 else 0)
    if m1 == 0 or m2 == 0:
        msq = max(m1, m2)**2
        start = 2 - math.log(msq / mu**2)
        if s == 0:
            return complex(start - 1)
        if s == msq:
            return complex(start)
        log_value = math.log(abs(msq - s) / msq)
        if s > msq:
            log_value = log_value - 1j * math.pi
        return complex(start + (msq - s) / s * log_value)
    if s == 0:
        if m1 == m2:
            return complex(-math.log(m1**2 / mu**2))
        top = m1**2 * math.log(m1**2 / mu**2) - m2**2 * math.log(m2**2 / mu**2)
        return complex(1 - top / (m1**2 - m2**2))
    start = (2 - math.log(m1 * m2 / mu**2)
             + (m1**2 - m2**2) / s * math.log(m2 / m1))
    lam = kallen(s, m1, m2)
    c = m1**2 + m2**2 - s
    if s <= (m1 - m2)**2:
        root = math.sqrt(lam)
        F = root / s * math.log((c + root) / (2 * m1 * m2))
    elif s < (m1 + m2)**2:
        F = -math.sqrt(-lam) / s * math.acos(c / (2 * m1 * m2))
    else:
        root = math.sqrt(lam)
        F = root / s * (-math.log((root - c) / (2 * m1 * m2)) + 1j * math.pi)
    return complex(start + F)


def Q(x, s, m1, m2):
    return x * m1**2 + (1 - x) * m2**2 - x * (1 - x) * s


def by_quadrature(s, m1, m2, mu):
    """b(s) = -int_0^1 dx ln((Q - i0)/mu^2), split at the roots of Q."""
    roots = np.roots([s, m1**2 - m2**2 - s, m2**2])
    cuts = {0.0, 1.0} | {float(r.real) for r in roots if 0 < r.real < 1}

    def integrand(x):
        return -mp.log(mp.mpc(Q(x, s, m1, m2) / mu**2, -1e-40))
    return complex(mp.quad(integrand, sorted(cuts)))


m1, m2, mu = 1.0, 3.0, 2.0
s_pseudo, s_thr = (m1 - m2)**2, (m1 + m2)**2

# Momentum integral in a convergent dimension against the parameter integral
D, s_E = 2.6, -8.5
P = math.sqrt(-s_E)
u, w = roots_gegenbauer(80, D / 2 - 1)
sphere = 2 * math.pi**((D - 1) / 2) / gamma((D - 1) / 2)


def radial(k):
    angular = np.sum(w / (k * k + 2 * k * P * u + P * P + m2**2))
    return k**(D - 1) / (k * k + m1**2) * angular


momentum_side = (sphere / math.pi**(D / 2)
                 * quad(radial, 0, np.inf, epsabs=1e-10, limit=300)[0])
parameter_side = gamma(2 - D / 2) * quad(
    lambda x: Q(x, s_E, m1, m2)**(D / 2 - 2), 0, 1)[0]
assert abs(momentum_side - parameter_side) < 1e-6

# Expansion in eps: the remainder is of first order in eps
eps = mp.mpf(10)**(-7)
regulated = (4 * mp.pi * mu**2)**eps * mp.gamma(eps) * mp.quad(
    lambda x: Q(x, s_E, m1, m2)**(-eps), [0, 1])
Delta = 1 / eps - mp.euler + mp.log(4 * mp.pi)
b_from_eps = float(regulated - Delta)
assert abs(b_from_eps - closed_form(s_E, m1, m2, mu)) < 1e-5

# Closed form against quadrature in all regions and at all special points.
# At a double root of Q, rounding of Q acts through its square root, hence 1e-6.
worst_regular, worst_special = 0.0, 0.0
for a, b in [(1.0, 3.0), (2.2, 0.7), (1.5, 1.5), (0.0, 3.0), (0.0, 0.0)]:
    special = {(a - b)**2, (a + b)**2}
    for s in sorted({-8.5, 0.0, 1.0, 2.5, 10.0, 20.0} | special):
        if a == b == 0 and s == 0:
            continue
        gap = abs(closed_form(s, a, b, mu) - by_quadrature(s, a, b, mu))
        if s in special:
            worst_special = max(worst_special, gap)
            assert gap < 1e-6, (s, a, b, gap)
        else:
            worst_regular = max(worst_regular, gap)
            assert gap < 1e-8, (s, a, b, gap)

# Integration by parts: b from endpoint logarithms and K = int dx/(Q - i0).
# Above threshold the path passes over the lower root and under the upper one.
K_values = {}
for s in (-8.5, 2.5, 10.0, 20.0):
    x0 = (s + m2**2 - m1**2) / (2 * s)
    lam = kallen(s, m1, m2)
    path = [0, 1]
    if s > s_thr:
        half = math.sqrt(lam) / (2 * s)
        path = [0, mp.mpc(x0 - half, 0.1), x0, mp.mpc(x0 + half, -0.1), 1]
    K = complex(mp.quad(lambda x: 1 / Q(x, s, m1, m2), path))
    K_values[s] = K
    b_parts = (2 - (1 - x0) * math.log(m1**2 / mu**2)
               - x0 * math.log(m2**2 / mu**2) + lam / (2 * s) * K)
    assert abs(b_parts - by_quadrature(s, m1, m2, mu)) < 1e-8

# Imaginary part: length of the interval with Q < 0, and pair kinematics
s_up = 20.0
root_up = math.sqrt(kallen(s_up, m1, m2))
x_low, x_high = sorted(np.roots([s_up, m1**2 - m2**2 - s_up, m2**2]).real)
im_up = by_quadrature(s_up, m1, m2, mu).imag
assert Q((x_low + x_high) / 2, s_up, m1, m2) < 0
assert abs(im_up - math.pi * (x_high - x_low)) < 1e-8
assert abs(im_up - math.pi * root_up / s_up) < 1e-8
q_pair = root_up / (2 * math.sqrt(s_up))
E1, E2 = math.hypot(q_pair, m1), math.hypot(q_pair, m2)
assert abs(E1 + E2 - math.sqrt(s_up)) < 1e-12
assert abs(im_up - 2 * math.pi * q_pair / math.sqrt(s_up)) < 1e-8

# Values at threshold and pseudothreshold from their short formulas
l1, l2 = math.log(m1 / mu), math.log(m2 / mu)
b_thr = 2 - 2 * (m1 * l1 + m2 * l2) / (m1 + m2)
b_pseudo = 2 - 2 * (m1 * l1 - m2 * l2) / (m1 - m2)
quad_thr = by_quadrature(s_thr, m1, m2, mu)
quad_pseudo = by_quadrature(s_pseudo, m1, m2, mu)
assert abs(b_thr - quad_thr) < 1e-6
assert abs(b_pseudo - quad_pseudo) < 1e-6

# Cusp at threshold: corrections are of relative order sqrt(step)
step = 1e-4
cusp = 2 * math.pi * math.sqrt(m1 * m2) / s_thr
cusp_below = (quad_thr - by_quadrature(s_thr - step, m1, m2, mu)).real
cusp_below /= math.sqrt(step)
cusp_above = by_quadrature(s_thr + step, m1, m2, mu).imag / math.sqrt(step)
assert abs(cusp_below - cusp) < 5e-3
assert abs(cusp_above - cusp) < 5e-3


def slope_formula(s):
    return -2 / s - (m1**2 - m2**2) / s**2 * math.log(m2 / m1)


# One-sided slopes: finite above threshold, equal on both sides of s_pseudo
h = 1e-3
slope_thr = (by_quadrature(s_thr + h, m1, m2, mu) - quad_thr).real / h
slope_left = (quad_pseudo - by_quadrature(s_pseudo - h, m1, m2, mu)).real / h
slope_right = (by_quadrature(s_pseudo + h, m1, m2, mu) - quad_pseudo).real / h
assert abs(slope_thr - slope_formula(s_thr)) < 1e-3
assert abs(slope_left - slope_formula(s_pseudo)) < 1e-4
assert abs(slope_right - slope_formula(s_pseudo)) < 1e-4

# Limits s -> 0 and m1 -> 0 of the general formula
for s in (-1e-5, 1e-5):
    assert abs(closed_form(s, m1, m2, mu) - closed_form(0, m1, m2, mu)) < 1e-5
for s in (-8.5, 4.0, 20.0):
    assert abs(closed_form(s, 1e-5, m2, mu) - closed_form(s, 0, m2, mu)) < 1e-8
light = 1e-3
linear = (by_quadrature(m2**2, light, m2, mu)
          - by_quadrature(m2**2, 0.0, m2, mu)).real / light
assert abs(linear + math.pi / m2) < 0.02

# Subtracted dispersion relation, with s' = s_thr + t^2
dispersion = {}
for s in (-8.5, 2.5, 10.0):
    def spectral(t):
        sp = s_thr + t * t
        return 2 * t * t * math.sqrt(sp - s_pseudo) / (sp**2 * (sp - s))
    dispersion[s] = s * quad(spectral, 0, np.inf, epsabs=1e-11, limit=300)[0]
    direct = by_quadrature(s, m1, m2, mu) - by_quadrature(0.0, m1, m2, mu)
    assert abs(dispersion[s] - direct) < 1e-7

print(f"m1 = {m1:.1f} M, m2 = {m2:.1f} M, mu = {mu:.1f} M")
print(f"pseudothreshold = {s_pseudo:.1f} M^2, threshold = {s_thr:.1f} M^2")
print("b = B0 - Delta is dimensionless; s in M^2, lambda in M^4")
for s in (-8.5, 0.0, 2.5, s_pseudo, 10.0, s_thr, s_up):
    value, check = closed_form(s, m1, m2, mu), by_quadrature(s, m1, m2, mu)
    print(f"s = {s:5.1f}: lambda = {kallen(s, m1, m2):7.2f}, "
          f"b = {value.real:.6f} + {value.imag:.6f} i, "
          f"quadrature Re {check.real:.6f}, Im {abs(check.imag):.6f}")
for s in (-8.5, 2.5, 10.0, s_up):
    c = m1**2 + m2**2 - s
    lam = kallen(s, m1, m2)
    if lam > 0:
        arg = (abs(c) + math.sqrt(lam)) / (2 * m1 * m2)
        text = f"sqrt(lambda) = {math.sqrt(lam):.4f} M^2, log argument {arg:.4f}"
    else:
        angle = math.acos(c / (2 * m1 * m2))
        text = f"sqrt(-lambda) = {math.sqrt(-lam):.4f} M^2, angle {angle:.6f} rad"
    print(f"s = {s:5.1f} M^2: {text}")
    print(f"   K = {K_values[s].real:.6f} + {K_values[s].imag:.6f} i  M^-2")
print(f"s = 20 M^2: roots of Q at x = {x_low:.4f} and {x_high:.4f}")
print(f"s = 20 M^2: pair momentum {q_pair:.6f} M, "
      f"energies {E1:.6f} M and {E2:.6f} M")
print(f"cusp coefficient: formula {cusp:.5f}, below {cusp_below:.5f}, "
      f"above (Im) {cusp_above:.5f} M^-1")
print(f"slope of Re b above threshold: formula {slope_formula(s_thr):.5f}, "
      f"numeric {slope_thr:.5f} M^-2")
print(f"slope at pseudothreshold: formula {slope_formula(s_pseudo):.5f}, "
      f"left {slope_left:.5f}, right {slope_right:.5f} M^-2")
for s, value in dispersion.items():
    print(f"dispersion integral b(s) - b(0) at s = {s:.1f} M^2: {value:.6f}")
for s in (-8.5, 0.0, m2**2, s_up):
    value = closed_form(s, 0.0, m2, mu)
    print(f"m1 = 0, m2 = 3 M, s = {s:.1f} M^2: "
          f"b = {value.real:.6f} + {value.imag:.6f} i")
print(f"m1 -> 0 at s = m2^2: change of b per m1 = {linear:.4f} M^-1, "
      f"-pi/m2 = {-math.pi / m2:.4f} M^-1")
print(f"D = {D}, s = {s_E} M^2: momentum integral {momentum_side:.7f}, "
      f"parameter integral {parameter_side:.7f} M^{D - 4:.1f}")
print(f"b(-8.5 M^2) from eps = 1e-7: {b_from_eps:.5f}")
print(f"largest deviation from quadrature: regular points {worst_regular:.1e}, "
      f"special points {worst_special:.1e}")
print("all good")
```

Printed output:

```
m1 = 1.0 M, m2 = 3.0 M, mu = 2.0 M
pseudothreshold = 4.0 M^2, threshold = 16.0 M^2
b = B0 - Delta is dimensionless; s in M^2, lambda in M^4
s =  -8.5: lambda =  306.25, b = -0.367246 + 0.000000 i, quadrature Re -0.367246, Im 0.000000
s =   0.0: lambda =   64.00, b = -0.085583 + 0.000000 i, quadrature Re -0.085583, Im 0.000000
s =   2.5: lambda =   20.25, b = 0.019788 + 0.000000 i, quadrature Re 0.019788, Im 0.000000
s =   4.0: lambda =   -0.00, b = 0.090457 + 0.000000 i, quadrature Re 0.090457, Im 0.000000
s =  10.0: lambda =  -36.00, b = 0.466314 + 0.000000 i, quadrature Re 0.466314, Im 0.000000
s =  16.0: lambda =    0.00, b = 1.738376 + 0.000000 i, quadrature Re 1.738376, Im 0.000000
s =  20.0: lambda =   64.00, b = 1.408792 + 1.256637 i, quadrature Re 1.408792, Im 1.256637
s =  -8.5 M^2: sqrt(lambda) = 17.5000 M^2, log argument 6.0000
   K = 0.204773 + 0.000000 i  M^-2
s =   2.5 M^2: sqrt(lambda) = 4.5000 M^2, log argument 2.0000
   K = 0.308065 + 0.000000 i  M^-2
s =  10.0 M^2: sqrt(-lambda) = 6.0000 M^2, angle 1.570796 rad
   K = 0.523599 + 0.000000 i  M^-2
s =  20.0 M^2: sqrt(lambda) = 8.0000 M^2, log argument 3.0000
   K = -0.274653 + 0.785398 i  M^-2
s = 20 M^2: roots of Q at x = 0.5000 and 0.9000
s = 20 M^2: pair momentum 0.894427 M, energies 1.341641 M and 3.130495 M
cusp coefficient: formula 0.68017, below 0.67927, above (Im) 0.68017 M^-1
slope of Re b above threshold: formula -0.09067, numeric -0.09067 M^-2
slope at pseudothreshold: formula 0.04931, left 0.04930, right 0.04931 M^-2
dispersion integral b(s) - b(0) at s = -8.5 M^2: -0.281663
dispersion integral b(s) - b(0) at s = 2.5 M^2: 0.105371
dispersion integral b(s) - b(0) at s = 10.0 M^2: 0.551898
m1 = 0, m2 = 3 M, s = -8.5 M^2: b = -0.179999 + 0.000000 i
m1 = 0, m2 = 3 M, s = 0.0 M^2: b = 0.189070 + 0.000000 i
m1 = 0, m2 = 3 M, s = 9.0 M^2: b = 1.189070 + 0.000000 i
m1 = 0, m2 = 3 M, s = 20.0 M^2: b = 1.078701 + 1.727876 i
m1 -> 0 at s = m2^2: change of b per m1 = -1.0462 M^-1, -pi/m2 = -1.0472 M^-1
D = 2.6, s = -8.5 M^2: momentum integral 0.4108573, parameter integral 0.4108573 M^-1.4
b(-8.5 M^2) from eps = 1e-7: -0.36725
largest deviation from quadrature: regular points 1.2e-15, special points 3.2e-08
all good
```
